Spin Density Along the Electric Field on a Gapped Topological-Insulator Surface, part 2

A topological-insulator film has magnetic faces with the Fermi level in the surface gap. A weak, static, uniform field E drives a Hall current and a spin density that acts on the magnet. So far only the top face, with outward normal ẑ, has been treated:

H = ħv(σ_x k_y − σ_y k_x) + Δσ_z, with Δ = J m_z. (1)

The electron charge is −e, v is the Dirac speed, σ represents the electron spin, J is the exchange energy and m the unit magnetization. With H = d·σ, the bands lie at ±|d|. For general m,

d = (ħvk_y + Jm_x, −ħvk_x + Jm_y, Jm_z). (26)

The velocity is

w_x = ∂H/∂(ħk_x) = −vσ_y, w_y = ∂H/∂(ħk_y) = vσ_x. (3)

The spin density S, in units of ħ, is half the density of ⟨σ⟩. It follows from the current density j, or from the conductivities σ_xx and σ_yx:

S_in-plane = ẑ × j/(2ev). (5)

S = (σ_xx ẑ × E − σ_yx E)/(2ev). (29)

Let d have polar angle θ and azimuth α, d̂ = d/|d|, and let φ be the polar angle of k. The lower state, its Berry connection and its curvature are

|u₋⟩ = (sin(θ/2), −cos(θ/2)e^{iα}). (13)

a_φ = −cos²(θ/2)/k = −(1 + cos θ)/(2k). (14)

Ω = −(1/2k) ∂(Δ/|d|)/∂k = (ħv)²Δ/(2|d|³). (15)

∫Ω d²k = 2π∫k dk (ħv)²Δ/(2|d|³) = πΔ∫ d|d|/|d|² = πΔ/|Δ| = π sgn(Δ), (16)

σ_yx = sgn(Δ)e²/(2h). (17)

A lower-band electron has spin s = ⟨σ⟩ = −d̂ + δs. The shift, then its form for E along x, and the full-band results are

δs = (ħ/2|d|²) d × ∂d̂/∂t = (ħ/2|d|³) d × ∂d/∂t. (23)

δs = (ħveE/2|d|³)(−Δ, 0, ħvk_y). (24)

⟨σ_x⟩ per area = −(ħveEΔ/2)(1/2π)∫k dk/|d|³ = −(ħveEΔ/2)/(2π(ħv)²|Δ|) = −sgn(Δ)eE/(4πħv). (25)

S = −sgn(Δ)eE/(4hv) = −sgn(Δ)eE/(8πħv). (20)

A magnetic layer of magnetization M_s and thickness t feels the effective field

B = −2JS/(M_s t). (27)

A "spin factor" is a spin density divided by the ideal value (20). The numerical examples use ħv = 0.3291 eV nm.

**The other face of the film.** The outward normal of the bottom face is −ẑ, and in fixed axes its Hamiltonian is (1) with v replaced by −v. The curvature (15) contains v², so for the same Δ the Hall current keeps its sign. The relation (5) contains v to the first power, so the spin density is reversed. A uniformly magnetized film has a total Hall conductivity of e²/h, while the effective fields at its two faces are opposite. If the two faces are equivalent, feel the same E and are rigidly locked to one common magnetization, the net field cancels. A net effect needs a departure from one of these conditions: unequal faces, different fields at the two faces, or magnetic layers that can move separately.

A thin film also allows tunnelling between its faces. Let τ_z = +1 on the top face and −1 on the bottom face, and let h_t be the tunnelling energy:

H = τ_z ħv(σ_xk_y − σ_yk_x) + Δσ_z + h_tτ_x. (30)

The operator P = τ_xσ_z commutes with every term. For the term with τ_z this follows from the signs: τ_x anticommutes with τ_z, σ_z anticommutes with σ_x and σ_y, and the two signs cancel. The other two terms, with σ_z and τ_x, commute with both factors of P. P has eigenvalues p = ±1. In the sector with given p, τ_x = Pσ_z = pσ_z, and the tunnelling term becomes p h_tσ_z. The three operators τ_zσ_x, τ_zσ_y and σ_z multiply like Pauli matrices. Each sector is thus a copy of the single surface (1), with mass Δ + p h_t, and (25) gives

⟨τ_zσ_x⟩ per area = −[sgn(Δ + h_t) + sgn(Δ − h_t)] eE/(4πħv). (31)

The total ⟨σ_x⟩ vanishes. The occupied states evolve under a Hamiltonian that commutes with P, so their density matrix does too, whereas σ_x anticommutes with P and has zero trace with such a matrix. The projector on the top face is (1 + τ_z)/2, so the density of σ_x on that face is half the sum of ⟨σ_x⟩ and ⟨τ_zσ_x⟩. The spin density S_x of the face is half of this density, or a quarter of the sum. For |h_t| < |Δ| it has the same value as without tunnelling; for |h_t| > |Δ| it is zero, and so is the Hall conductivity. Diagonalizing (30) with Δ = 30 meV confirms this. For h_t = 0 and 10 meV the spin factors of top and bottom are +1 and −1 and the film has σ_yx = e²/h. For h_t = 50 meV all three vanish. These statements need h_t to be independent of k. In real thin films the tunnelling has the form h₀ − Bk²; each sector then has a mass that depends on k, the velocity gains a part that (3) lacks, and the face spin density is no longer fixed by the Hall conductivity. For h₀ = 10 meV and B = 0.3 eV nm², for example, the top-face factor falls to 0.91 while the film keeps σ_yx = e²/h.

**The end of the surface band.** The cone does not extend for ever; at some energy E_c from midgap the surface band meets the bulk bands. Ending the integral over |d| in (16) or (25) at E_c gives the factor

|Δ|∫ d|d|/|d|² = 1 − |Δ|/E_c, limits |Δ| and E_c. (32)

For |Δ| = 30 meV and E_c = 200 meV this is 1 − 0.15 = 0.85. The bulk states beyond E_c respond as well, and their part is outside the model. Their velocity is not tied to σ by (3), so even if their Hall current is known, it does not fix their spin density. The half quantum is then no guarantee for S. The missing 15% is the share that the ideal cone beyond E_c would have supplied; the bulk states that take its place may contribute more or less than this.

A term Ck² that multiplies the unit matrix, which makes the two bands unequal in curvature, is harmless as long as the same states stay occupied. It does not enter d, so δs and Ω are unchanged, and its added velocity 2Ck/ħ is odd in k and sums to zero over the occupied disc.

**A Fermi level outside the gap.** Let the Fermi level lie at μ from midgap, with |μ| > |Δ|. For |d| < |μ| the two bands are both full or both empty. When both are full, their spin shifts cancel, since the upper state has s = +d̂ and the opposite δs. The integral then starts at |μ| instead of |Δ|:

S(μ)/S(gap) = |Δ|∫ d|d|/|d|² = |Δ|/|μ|, limits |μ| and infinity. (33)

At μ = 60 meV and |Δ| = 30 meV the factor is 0.50. This is the intrinsic interband part alone. There is now a Fermi surface, and scattering adds terms both along and across E that are not computed here. The identity (5) still holds for the total, so a measured surface Hall current would include them.

**Temperature.** With the Fermi level at midgap, the occupations of the two levels at ±ε differ by tanh(ε/2k_BT). The interband part is reduced to

F = |Δ|∫ dε tanh(ε/2k_BT)/ε², from |Δ| to infinity. (34)

Since 1 − tanh(ε/2k_BT) = 2/(e^{ε/k_BT} + 1) is smaller than 2e^{−ε/k_BT}, and 1/ε² is at most 1/Δ², the loss obeys

1 − F < (2k_BT/|Δ|) e^{−|Δ|/k_BT}. (35)

For |Δ| = 30 meV and T = 30 K, evaluating (34) gives a relative loss of 1.4 × 10⁻⁶. In a uniform surface whose |Δ| stays at 30 meV, heat is therefore not what limits the interband response at such temperatures. Near the Curie temperature, however, the exchange mass shrinks together with the magnetization, and (34) must be evaluated with the smaller |Δ|.

**Warping.** The crystal has threefold symmetry, which permits a term λk³cos(3φ)σ_z. Then d_z = Δ + λk³cos 3φ depends on k, and the velocity acquires a part (∂d_z/∂k_y)σ_z/ħ that (3) lacks. The identity (5) fails. From (23), the spin shift along the field is

δs_x = −(eEħv/2|d|³)(d_z − k_x ∂d_z/∂k_x), (36)

which reduces to (24) for constant d_z.

The Hall conductivity, by contrast, keeps its value. To see this, recall that by (13) and (14) the Berry phase of a loop is half the solid angle traced by d̂, up to multiples of 2π. On a very large circle Δ is negligible beside ħvk, and d(−k) = −d(k). The curve traced by d̂ is then its own mirror image through the centre of the sphere, and it goes round the axis once without crossing itself. Such a curve divides the sphere into two equal areas, so the solid angle is 2π up to multiples of 4π, and σ_yx is ½e²/h up to multiples of e²/h. As λ grows from zero, |d| never vanishes, because its in-plane part is zero at k = 0 alone, where d_z = Δ. The Hall conductivity cannot jump and stays at its half quantum.

Summing the response over the plane with λ = 0.25 eV nm³, Δ = 30 meV and ħv = 0.3291 eV nm gives a Hall conductivity of 0.5000 e²/h and a spin factor of 0.944. The spin density is 5.6% below the ideal value while the Hall response has not moved. In this calculation the warped band extends to infinite k, and the loss comes almost entirely from energies beyond the E_c = 200 meV used in (32). The two factors should therefore not be multiplied.

**How weak the field must be.** A strong field lifts electrons across the gap. At k_y = 0, where the gap is smallest, the two levels approach each other as −σ_yħvk_x + Δσ_z with k_x linear in time. This is the Landau–Zener problem, whose known transition probability, taken over here without derivation, is

P_Z = exp[−πΔ²/(ħv eE)]. (37)

It was tested by integrating the Schrödinger equation in units ħ = ħv = Δ = 1 with a force of 1.5, from k_x = 40 to −40: the upper level ended with probability 0.12315, against 0.12314 from (37). The condition for a weak field is thus eEħv ≪ πΔ². The result (20) does not contain |Δ|, but the ranges of field and temperature in which it holds shrink as the gap closes. In time, the magnet and the field must vary slowly compared with the gap frequency 2|Δ|/h, which is 14.5 THz for |Δ| = 30 meV. Even then a moving magnetization adds a spin density of its own, which (20) does not contain: by (26), J dm/dt enters ∂d/∂t in (23) beside the term of size veE from the field. For J = 30 meV and v = 5 × 10⁵ m/s, precession at 10 GHz with an in-plane amplitude of 0.3 contributes about as much as a field of 10 V/cm.

**A worked film.** Take v = 5 × 10⁵ m/s, so that ħv = 0.3291 eV nm, and |J| = 30 meV with m = +ẑ and J > 0, so that Δ = 30 meV. Each face carries a magnetic layer with t = 2 nm and M_s = 10 kA/m. The field is 10 V/cm = 1000 V/m, which means eE = 10⁻⁶ eV/nm.

The Hall sheet current of one face is

j = 19.37 μS × 1000 V/m = 19.37 mA/m.

The density of ⟨σ_x⟩ on the top face follows from (25):

−0.2418 (eV nm)⁻¹ × 10⁻⁶ eV/nm = −0.2418 × 10⁻⁶ nm⁻² = −0.2418 μm⁻².

Half of this is the spin density, S_x = −0.121 ħ per μm². The moment per area is M_s t = 10⁴ A/m × 2 × 10⁻⁹ m = 2 × 10⁻⁵ A, and (27) gives

B = 0.030 eV × 0.2418 μm⁻²/(2 × 10⁻⁵ A) = 58 μT,

along +E on the top layer and along −E on the bottom layer. Here E is the local field in the surface. In a long Hall bar with open sides and σ_xx much smaller than σ_yx, this field points almost straight across the bar, not from one current contact to the other, and B lies on the same axis. The Zener exponent in (37) is 8591, so direct tunnelling across the gap is negligible at this field. With the cutoff factor 0.85 the field would be 0.85 × 58 μT ≈ 49 μT; with warping and no cutoff it would be 0.944 × 58 μT ≈ 55 μT.

**The real case.** These parameters are rough values in the regime of (Bi,Sb)₂Te₃ films with chromium-doped layers at the faces. The Dirac speed, an exchange mass of some tens of meV and a magnetization of the order of 10 kA/m are meant as orders of magnitude, and 30 K lies near the upper end of the temperatures at which such films are magnetic. The assumption that real films break most seriously is that of a uniform gap with the Fermi level inside it everywhere. Quantized Hall transport in these films needs temperatures far below what a uniform gap of 60 meV would suggest. Regions where the Fermi level sits 60 meV from midgap have half the intrinsic response, but scattering also changes their spin density along E, by an amount not computed here, so their total response need not be smaller than that of the gap. They also add longitudinal conduction and with it a field-like part, as in (29). Heating and hopping between such regions can also end the quantized regime at fields far below the Zener scale, so 10 V/cm is likely to be too much for many films: it would drive a Hall sheet current of 38.7 mA/m through the film, about 4 μA in a bar 100 μm wide, and breakdown of the quantized state is commonly reported at smaller currents. At a lower field B is smaller in proportion. The 58 μT is therefore an estimate for a clean surface with isotropic exchange, and it scales as |J|E/(vM_s t) so long as the conditions above are met. In a doped film |J| is not independent of M_s and t, since it grows with the magnetization and with the overlap of the surface state with the magnetic layer, so a thinner or weaker layer need not give a larger B. A field of this size is also far smaller than the anisotropy and coercive fields of such films at low temperature. The numerical output below lists the values used.

Table of computed values

```
Dirac velocity v = 5.00e+05 m/s
hbar v = 0.3291 eV nm
exchange mass Delta = 30.0 meV
full gap 2 Delta = 60.0 meV
gap frequency 2 Delta/h = 14.51 THz
length hbar v/Delta = 10.97 nm
electric field = 10.0 V/cm
magnetization M_s = 10.0 kA/m
magnetic layer thickness = 2.0 nm
Hall response from Berry loop = 0.49950 e^2/h
half quantum e^2/(2h) = 19.370 uS
Hall sheet current = 19.370 mA/m
<sigma_x>/(eE), diagonalization = -0.241799 1/(eV nm)
<sigma_x>/(eE), formula = -0.241799 1/(eV nm)
same, Delta reversed = 0.241799 1/(eV nm)
spin density S_x = -0.1209 hbar/um^2
density of <sigma_x> = -0.2418 1/um^2
effective field on magnet = 58.11 uT
time evolution: spin shift x/force = -0.28629 (model units)
precession formula, same = -0.28636 (model units)
bulk-band cutoff energy = 200 meV
spin factor with cutoff = 0.8500
warping strength = 0.25 eV nm^3
spin factor with warping = 0.9436
Hall response with warping = 0.5000 e^2/h
temperature = 30 K
relative thermal loss = 1.35e-06
misplaced Fermi level = 60 meV from midgap
intrinsic spin factor there = 0.5000
Zener exponent = 8591
Zener test: numerical probability = 0.12315
Zener test: formula = 0.12314
magnetization tilt tested = 50 degrees
spin factor with tilt = 1.00000
tunnelling 0 meV: spin factor top +1.0000, bottom -1.0000, film Hall +1.0000 e^2/h
tunnelling 10 meV: spin factor top +1.0000, bottom -1.0000, film Hall +1.0000 e^2/h
tunnelling 50 meV: spin factor top -0.0000, bottom +0.0000, film Hall -0.0000 e^2/h
residual sigma_xx = 0.05 e^2/h per face
|S across E|/|S along E| = 0.10
```
